# Bilayer Curvature at Arbitrary Thickness Ratio and the First Stoney Correction: a program that tests the result

```python
"""
Curvature of a free film/substrate bilayer with a uniform biaxial misfit.
Result under test:
    kappa = 6 * sigma_m * h_f / (M_s * h_s**2) * F(h, m)
    F = (1 + h) / (1 + 4 m h + 6 m h^2 + 4 m h^3 + m^2 h^4)
      = 1 + (1 - 4 m) h + (16 m^2 - 10 m) h^2 + ...
h_f, h_s : film and substrate thickness;  h = h_f / h_s
M_f, M_s : biaxial moduli E / (1 - nu);   m = M_f / M_s
sigma_m = M_f * eps_m : film stress on a flat, unstrained substrate
kappa > 0 : film on the concave side (tensile film)
z is measured from the substrate midplane towards the film.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def denominator(h, m):
    return 1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2*h**4


def stoney_factor(h, m):
    return (1 + h) / denominator(h, m)


# ---- Symbolic solution of the integrated balances (h_s = M_s = 1) ----
h, m, misfit = sp.symbols("h m misfit", positive=True)
e0, k, z = sp.symbols("e0 k z", real=True)
half = sp.Rational(1, 2)
sub_stress = e0 - k*z
film_stress = m*(e0 + misfit - k*z)


def through_thickness(weight):
    return (sp.integrate(sp.expand(sub_stress*weight), (z, -half, half))
            + sp.integrate(sp.expand(film_stress*weight),
                           (z, half, half + h)))


solution = sp.solve([through_thickness(sp.Integer(1)),
                     through_thickness(z)], [e0, k], dict=True)[0]
k_sol, e0_sol = sp.factor(solution[k]), sp.factor(solution[e0])
factor_sol = sp.cancel(k_sol/(6*misfit*m*h))
assert sp.simplify(factor_sol - stoney_factor(h, m)) == 0
assert sp.simplify(e0_sol + misfit*m*h*(1 + m*h**3)/denominator(h, m)) == 0
assert sp.simplify(factor_sol.subs(m, 1) - (1 + h)**-3) == 0


def taylor_coefficient(expression, order):
    derivative = sp.diff(expression, h, order)
    return sp.simplify(derivative.subs(h, 0)/sp.factorial(order))


assert sp.expand(taylor_coefficient(factor_sol, 1) - (1 - 4*m)) == 0
assert sp.expand(taylor_coefficient(factor_sol, 2) - (16*m**2 - 10*m)) == 0
assert sp.expand(taylor_coefficient(1/factor_sol, 1) - (4*m - 1)) == 0
assert sp.expand(taylor_coefficient(1/factor_sol, 2) - (1 + 2*m)) == 0

# Mean stress in the bent film, and the origin of its first-order loss.
mean_stress = sp.integrate(film_stress, (z, half, half + h))/h
mean_stress = sp.cancel(mean_stress.subs({e0: e0_sol, k: k_sol}))
assert sp.simplify(k_sol/(6*mean_stress*h) - (1 + h)/(1 + m*h**3)) == 0
assert sp.simplify(taylor_coefficient(mean_stress/(m*misfit), 1) + 4*m) == 0
assert sp.simplify(taylor_coefficient(e0_sol/misfit, 1) + m) == 0
assert sp.simplify(taylor_coefficient(k_sol/(2*misfit), 1) - 3*m) == 0


# ---- Axisymmetric elasticity without an assumed strain profile ----
def quadratic_shapes(x):
    values = np.array([x*(x - 1)/2, 1 - x*x, x*(x + 1)/2])
    slopes = np.array([x - 0.5, -2*x, x + 0.5])
    return values, slopes


def disc_curvature(E_s, nu_s, E_f, nu_f, film, radius):
    """Interior curvature for h_s = 1 and unit misfit strain."""
    distance = np.geomspace(0.02, radius, 26)
    r_edges = radius - np.append(distance[::-1], 0.0)
    r_edges[0] = 0.0
    z_edges = np.append(np.linspace(-0.5, 0.5, 6),
                        0.5 + film*np.array([0.5, 1.0]))
    n_r, n_z = len(r_edges) - 1, len(z_edges) - 1
    r_nodes = np.interp(np.arange(2*n_r + 1)/2, np.arange(n_r + 1), r_edges)
    rows_per_r = 2*n_z + 1
    n_dof = 2*len(r_nodes)*rows_per_r
    points, weights = np.polynomial.legendre.leggauss(3)
    rows, cols, entries = [], [], []
    load = np.zeros(n_dof)
    for a in range(n_r):
        for b in range(n_z):
            in_film = z_edges[b] + z_edges[b + 1] > 1.0 + 1e-12
            E, nu = (E_f, nu_f) if in_film else (E_s, nu_s)
            lam = E*nu/((1 + nu)*(1 - 2*nu))
            mu = E/(2*(1 + nu))
            D = np.zeros((4, 4))
            D[:3, :3] = lam + 2*mu*np.eye(3)
            D[3, 3] = mu
            nodes = np.add.outer((2*a + np.arange(3))*rows_per_r,
                                 2*b + np.arange(3)).ravel()
            dofs = np.column_stack([2*nodes, 2*nodes + 1]).ravel()
            jr = (r_edges[a + 1] - r_edges[a])/2
            jz = (z_edges[b + 1] - z_edges[b])/2
            stiffness = np.zeros((18, 18))
            for x, wx in zip(points, weights):
                r = r_edges[a] + jr*(1 + x)
                Nr, dNr = quadratic_shapes(x)
                for y, wy in zip(points, weights):
                    Nz, dNz = quadratic_shapes(y)
                    value = np.outer(Nr, Nz).ravel()
                    slope_r = np.outer(dNr, Nz).ravel()/jr
                    slope_z = np.outer(Nr, dNz).ravel()/jz
                    B = np.zeros((4, 18))
                    B[0, 0::2] = slope_r
                    B[1, 0::2] = value/r
                    B[2, 1::2] = slope_z
                    B[3, 0::2] = slope_z
                    B[3, 1::2] = slope_r
                    volume = r*wx*wy*jr*jz
                    stiffness += volume*(B.T @ D @ B)
                    if in_film:
                        initial = D @ np.array([1.0, 1.0, 0.0, 0.0])
                        load[dofs] -= volume*(B.T @ initial)
            rows.append(np.repeat(dofs, 18))
            cols.append(np.tile(dofs, 18))
            entries.append(stiffness.ravel())
    K = coo_matrix((np.concatenate(entries),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(n_dof, n_dof)).tocsr()
    fixed = np.append(2*np.arange(rows_per_r), 1)
    free = np.setdiff1d(np.arange(n_dof), fixed)
    displacement = np.zeros(n_dof)
    displacement[free] = spsolve(K[free][:, free].tocsc(), load[free])
    i = int(np.argmin(abs(r_nodes - radius/2)))
    return 2*displacement[2*i*rows_per_r + 1]/r_nodes[i]**2


# A finite disc has an edge effect of order 1/radius; two radii remove it.
thick_h, Es_t, nus_t, Ef_t, nuf_t = 0.5, 1.0, 0.25, 2.0, 0.35
thick_m = (Ef_t/(1 - nuf_t))/(Es_t/(1 - nus_t))
fe_30 = disc_curvature(Es_t, nus_t, Ef_t, nuf_t, thick_h, 30.0)
fe_60 = disc_curvature(Es_t, nus_t, Ef_t, nuf_t, thick_h, 60.0)
fe_thick = 2*fe_60 - fe_30
plate_thick = 6*thick_m*thick_h*stoney_factor(thick_h, thick_m)
assert abs(fe_thick/plate_thick - 1) < 0.005


# ---- Film deposited in increments of constant deposition stress ----
def growth_factor(total, modulus, layers=1000):
    A, B, C = 1.0, 0.0, 1/12
    d, curvature = total/layers, 0.0
    for j in range(layers):
        low, high = 0.5 + j*d, 0.5 + (j + 1)*d
        middle = (low + high)/2
        A += modulus*d
        B += modulus*d*middle
        C += modulus*(high**3 - low**3)/3
        step = np.linalg.solve([[A, -B], [B, -C]], [-d, -d*middle])
        curvature += step[1]
    return curvature/(6*total)


for trial_m in (0.3, 1.0, 2.0):
    slope = (growth_factor(5e-4, trial_m) - 1)/5e-4
    # Allowance for finite layer thickness and the next order in h.
    assert abs(slope - (1 - 2*trial_m)) < 0.05


# ---- Biaxial modulus of a cubic crystal from its stiffness tensor ----
def cubic_biaxial_modulus(c11, c12, c44, normal):
    n = np.array(normal, float)/np.linalg.norm(normal)
    I = np.eye(3)
    C = (c12*np.einsum("ij,kl->ijkl", I, I)
         + c44*(np.einsum("ik,jl->ijkl", I, I)
                + np.einsum("il,jk->ijkl", I, I)))
    for a in range(3):
        C[a, a, a, a] += c11 - c12 - 2*c44
    P = I - np.outer(n, n)
    stress = np.einsum("ijkl,kl->ij", C, P)
    acoustic = np.einsum("ijkl,j,l->ik", C, n, n)
    relaxation = np.linalg.solve(acoustic, -stress @ n)
    stress = stress + np.einsum("ijkl,k,l->ij", C, relaxation, n)
    modulus = np.trace(P @ stress)/2
    assert np.allclose(stress, modulus*P, atol=1e-9*c11)
    return modulus


# ---- Worked example: rough typical inputs, SI units ----
GPa, MPa, um = 1e9, 1e6, 1e-6
si_c11, si_c12, si_c44 = 166*GPa, 64*GPa, 80*GPa
cu_c11, cu_c12, cu_c44 = 168*GPa, 121*GPa, 75*GPa
E_f, nu_f = 120*GPa, 0.34
h_s, h_f, disc_radius = 100*um, 5*um, 5e-3
sigma_m = 100*MPa
M_s = cubic_biaxial_modulus(si_c11, si_c12, si_c44, [0, 0, 1])
assert np.isclose(M_s, si_c11 + si_c12 - 2*si_c12**2/si_c11)
nu_s = si_c12/(si_c11 + si_c12)
M_f = E_f/(1 - nu_f)
eps_m = sigma_m/M_f
ratio_h, ratio_m = h_f/h_s, M_f/M_s
F = stoney_factor(ratio_h, ratio_m)
first = 1 + (1 - 4*ratio_m)*ratio_h
second = first + (16*ratio_m**2 - 10*ratio_m)*ratio_h**2
kappa_stoney = 6*sigma_m*h_f/(M_s*h_s**2)
kappa = kappa_stoney*F
strain0 = (-eps_m*ratio_m*ratio_h*(1 + ratio_m*ratio_h**3)
           / denominator(ratio_h, ratio_m))


def substrate_profile(height):
    return M_s*(strain0 - kappa*height)


def film_profile(height):
    return M_f*(strain0 + eps_m - kappa*height)


gauss_x, gauss_w = np.polynomial.legendre.leggauss(3)
z_s = h_s*gauss_x/2
z_f = h_s/2 + h_f*(1 + gauss_x)/2
force_s = np.sum(gauss_w*substrate_profile(z_s))*h_s/2
force_f = np.sum(gauss_w*film_profile(z_f))*h_f/2
moment = (np.sum(gauss_w*substrate_profile(z_s)*z_s)*h_s/2
          + np.sum(gauss_w*film_profile(z_f)*z_f)*h_f/2)
assert abs(force_s + force_f) < 1e-9*abs(force_f)
assert abs(moment) < 1e-9*abs(force_f)*h_s
sigma_mean = force_f/h_f
sigma_read = kappa*M_s*h_s**2/(6*h_f)
one_percent_h = brentq(lambda x: 1/stoney_factor(x, ratio_m) - 1.01,
                       1e-6, 0.1)

# ---- Effects left out of the plate model ----
Cu001 = cubic_biaxial_modulus(cu_c11, cu_c12, cu_c44, [0, 0, 1])
Cu111 = cubic_biaxial_modulus(cu_c11, cu_c12, cu_c44, [1, 1, 1])
F001 = stoney_factor(ratio_h, Cu001/M_s)
F111 = stoney_factor(ratio_h, Cu111/M_s)
barrier_thickness, barrier_stress = 0.05*um, 1*GPa
barrier_share = barrier_thickness*barrier_stress/(h_f*sigma_m)
alpha_cu, alpha_si = 17e-6, 2.6e-6
stress_per_K = -M_f*(alpha_cu - alpha_si)
h_s_wrong = h_s + 1*um
kappa_wrong = (6*sigma_m*h_f/(M_s*h_s_wrong**2)
               * stoney_factor(h_f/h_s_wrong, ratio_m))
yield_stress = 200*MPa

# Least membrane energy of a shallow spherical cap with a free edge,
# averaged over its area, in units E * h * kappa**4 * R**4.
x, w = np.polynomial.legendre.leggauss(12)
r, w = (x + 1)/2, w/2
powers = np.array([1, 3, 5])
G = np.array([powers*r[:, None]**(powers - 1),
              r[:, None]**(powers - 1)])
source = np.array([r**2/2, np.zeros_like(r)])
plane = np.array([[1, nu_s], [nu_s, 1]])/(1 - nu_s**2)
H = np.einsum("q,aqi,ab,bqj->ij", 2*r*w, G, plane, G)
g = np.einsum("q,aqi,ab,bq->i", 2*r*w, G, plane, source)
strain = source + np.einsum("aqi,i->aq", G, np.linalg.solve(H, -g))
cap_energy = np.einsum("q,aq,ab,bq->", r*w, strain, plane, strain)
assert abs(cap_energy*384 - 1) < 1e-8
stiffening = (24*cap_energy*(1 - nu_s)
              * kappa**2*disc_radius**4/h_s**2)

fe_example = disc_curvature(M_s*(1 - nu_s)/GPa, nu_s, E_f/GPa, nu_f,
                            ratio_h, disc_radius/h_s)
edge_effect = fe_example/(6*ratio_m*ratio_h*F) - 1
assert abs(edge_effect) < 0.01

# ---- Report ----
print(f"Film thickness: {h_f/um:.1f} um")
print(f"Substrate thickness: {h_s/um:.1f} um")
print(f"Disc diameter: {2*disc_radius*1e3:.1f} mm")
print(f"Silicon C11, C12: {si_c11/GPa:.0f}, {si_c12/GPa:.0f} GPa")
print(f"Copper E: {E_f/GPa:.0f} GPa; Poisson ratio: {nu_f:.2f}")
print(f"Biaxial modulus, Si(001): {M_s/GPa:.1f} GPa")
print(f"Biaxial modulus, Cu film: {M_f/GPa:.1f} GPa")
print(f"Thickness ratio h: {ratio_h:.4f}; modulus ratio m: {ratio_m:.4f}")
print(f"Misfit stress: {sigma_m/MPa:.1f} MPa; strain: {eps_m:.3e}")
print(f"Stoney curvature: {kappa_stoney:.4f} 1/m")
print(f"First-order factor: {first:.4f}")
print(f"First-order curvature: {kappa_stoney*first:.4f} 1/m")
print(f"Second-order factor: {second:.4f}")
print(f"Full factor F: {F:.4f}")
print(f"Full curvature: {kappa:.4f} 1/m; radius: {1/kappa:.4f} m")
print(f"Centre-to-edge bow: {kappa*disc_radius**2/2/um:.2f} um")
print(f"Substrate midplane strain: {strain0:.3e}")
print(f"Mean film stress: {sigma_mean/MPa:.2f} MPa")
print(f"Film stress at interface: {film_profile(h_s/2)/MPa:.2f} MPa")
print(f"Film stress at top: {film_profile(h_s/2 + h_f)/MPa:.2f} MPa")
print(f"Si stress at interface: {substrate_profile(h_s/2)/MPa:.2f} MPa")
print(f"Si stress at bottom: {substrate_profile(-h_s/2)/MPa:.2f} MPa")
print(f"Stress reported by Stoney: {sigma_read/MPa:.2f} MPa")
inverse_first = 1 + (4*ratio_m - 1)*ratio_h
inverse_second = inverse_first + (1 + 2*ratio_m)*ratio_h**2
print(f"After first correction: {sigma_read*inverse_first/MPa:.2f} MPa")
print(f"After second correction: {sigma_read*inverse_second/MPa:.2f} MPa")
print(f"Film for 1% Stoney excess: {one_percent_h*h_s/um:.3f} um")
print(f"Growing-film factor, same h and m: "
      f"{growth_factor(ratio_h, ratio_m):.4f}")
print("Table for example m: h, full F, first-order F (dimensionless)")
for value in (0.001, 0.01, 0.05, 0.1, 0.5, 1.0):
    print(f"  {value:.3f}  {stoney_factor(value, ratio_m):.4f}  "
          f"{1 + (1 - 4*ratio_m)*value:.4f}")
print(f"Thick FE test: h = {thick_h:.2f}, m = {thick_m:.4f}")
print(f"  FE kappa*h_s/eps_m: {fe_thick:.5f}; formula: {plate_thick:.5f}")
print(f"Cu(001) modulus: {Cu001/GPa:.1f} GPa; factor: {F001:.4f}")
print(f"Cu(111) modulus: {Cu111/GPa:.1f} GPa; factor: {F111:.4f}")
print(f"Barrier: {barrier_thickness/um*1e3:.0f} nm at "
      f"{barrier_stress/GPa:.1f} GPa; force share: {100*barrier_share:.1f} %")
print(f"Expansion, Cu and Si: {alpha_cu*1e6:.1f}, {alpha_si*1e6:.1f} ppm/K")
print(f"Misfit-stress change on warming: {stress_per_K/MPa:.2f} MPa/K")
print(f"Curvature change for +1 um substrate: "
      f"{100*(kappa_wrong/kappa - 1):.2f} %")
print(f"Large-deflection stiffening: {100*stiffening:.2f} %")
print(f"Free-edge effect on central curvature: {100*edge_effect:.3f} %")
print(f"Rough copper yield stress: {yield_stress/MPa:.0f} MPa")
print(f"Peak film stress / yield: {film_profile(h_s/2)/yield_stress:.3f}")
print("all tests passed")
```

It prints:

```
Film thickness: 5.0 um
Substrate thickness: 100.0 um
Disc diameter: 10.0 mm
Silicon C11, C12: 166, 64 GPa
Copper E: 120 GPa; Poisson ratio: 0.34
Biaxial modulus, Si(001): 180.7 GPa
Biaxial modulus, Cu film: 181.8 GPa
Thickness ratio h: 0.0500; modulus ratio m: 1.0065
Misfit stress: 100.0 MPa; strain: 5.500e-04
Stoney curvature: 1.6607 1/m
First-order factor: 0.8487
First-order curvature: 1.4094 1/m
Second-order factor: 0.8641
Full factor F: 0.8628
Full curvature: 1.4329 1/m; radius: 0.6979 m
Centre-to-edge bow: 17.91 um
Substrate midplane strain: -2.275e-05
Mean film stress: 82.19 MPa
Film stress at interface: 82.84 MPa
Film stress at top: 81.54 MPa
Si stress at interface: -17.05 MPa
Si stress at bottom: 8.83 MPa
Stress reported by Stoney: 86.28 MPa
After first correction: 99.34 MPa
After second correction: 99.99 MPa
Film for 1% Stoney excess: 0.329 um
Growing-film factor, same h and m: 0.9517
Table for example m: h, full F, first-order F (dimensionless)
  0.001  0.9970  0.9970
  0.010  0.9703  0.9697
  0.050  0.8628  0.8487
  0.100  0.7498  0.6974
  0.500  0.2947  -0.5129
  1.000  0.1242  -2.0259
Thick FE test: h = 0.50, m = 2.3077
  FE kappa*h_s/eps_m: 0.98306; formula: 0.98306
Cu(001) modulus: 114.7 GPa; factor: 0.9236
Cu(111) modulus: 259.9 GPa; factor: 0.8015
Barrier: 50 nm at 1.0 GPa; force share: 10.0 %
Expansion, Cu and Si: 17.0, 2.6 ppm/K
Misfit-stress change on warming: -2.62 MPa/K
Curvature change for +1 um substrate: -1.83 %
Large-deflection stiffening: 0.58 %
Free-edge effect on central curvature: -0.016 %
Rough copper yield stress: 200 MPa
Peak film stress / yield: 0.414
all tests passed
```
